Momentum-Mismatch Transport Gap of a Periodic Graphene Grain Boundary

Two graphene sheets that each conduct well can in principle be joined, along a perfectly periodic boundary, so that no electron crosses elastically between them over an energy window of most of an electronvolt. An estimate that counts the carriers on each side and multiplies by a finite transmission probability for the boundary then predicts an elastic current where there is none. The error is not in the bonding at the boundary. Both sides have states at the chosen energy, but at different momenta along the boundary, and a periodic boundary cannot supply the difference. The result below gives the width of the blocked window and the conditions under which it exists.

**Setting and assumptions**

The boundary runs along y and has period d; the normal direction is x. The crystal momentum along y is ħk, with k defined modulo 2π/d. Energies E are measured from neutrality, v is the Dirac velocity and a the lattice constant. Define

κ = 2π/(3d).  (1)

The assumptions are:

(A1) The boundary is infinitely long and perfectly periodic, and scattering is elastic.

(A2) Far from the boundary each side is described by equal isotropic cones, E = ±ħv|q|, where q is measured from a Dirac point.

(A3) The two sides have the same neutrality energy.

(A4) Both Dirac points of the left side project to k = 0, and those of the right side to k = ±κ.

(A5) The boundary transmits at energies arbitrarily close to the threshold, once momentum conservation permits it.

**Theorem.** Under (A1) to (A4), elastic transmission vanishes for |E| < πħv/(3d). With (A5), the transport gap, counted from the highest conducting hole energy to the lowest conducting electron energy, is

E_g = 2πħv/(3d) = ħvκ.  (2)

The distance from neutrality to either edge is E_g/2. Neither sheet has a gap of its own.

**Lemma 1: where the Dirac points project**

Take a1 = a(1, 0) and a2 = a(1/2, √3/2), and let T = n a1 + m a2 be the period vector of one side, written (n,m). One Dirac point is K = (4π/(3a), 0). To verify this, take the three neighbour vectors (0, a/√3) and (±a/2, −a/(2√3)). Their Bloch phases at K are 1 and exp(±2πi/3), which add to zero, so the two sublattices decouple there.

The phase acquired along the period is

K·T = (4π/3)(n + m/2) = 2π(2n + m)/3.

Since 2n + m = 3n − (n − m), removing the whole turns 2πn leaves

K·T = −2π(n − m)/3 (modulo 2π).  (3)

The other Dirac point, −K, gives the opposite sign. Dividing the phase by d gives the projected momentum. If 3 divides n − m, both points project to zero. Otherwise they project to +κ and −κ. ∎

**Lemma 2: a mixed boundary requires strain**

The squared length of T is

|T|²/a² = n² + nm + m² = (n − m)² + 3nm.  (4)

If 3 divides n − m, the right side is divisible by 3. If it does not, (n − m)² leaves remainder 1 on division by 3, and so does the right side. Two period vectors of different classes therefore have different lengths when both lattices are unstrained and share the same a. ∎

Assumption (A4) thus cannot be met by two perfect, unstrained sheets with a common period. At least one side must be stretched or compressed, which changes the hoppings and possibly the projections. For a real boundary, equation (2) is the leading result when κa is small and the strain is much smaller than κa. For (4,4) and (7,0) the squared lengths are 48a² and 49a², a mismatch of about one per cent in length.

**Lemma 3: which momenta carry current**

Near a Dirac point the Hamiltonian is ħv(σx qx + σy qy), up to a rotation of axes. Its square is ħ²v²(qx² + qy²), because the cross terms cancel: σxσy + σyσx = 0. For a Dirac point projected to k0 we have qy = k − k0, so

qx² = (E/ħv)² − (k − k0)².  (5)

A wave that propagates in x needs qx² > 0. With r = |E|/(ħv), this means

|k − k0| < r.  (6)

If |k − k0| > r, then qx is imaginary and the wave decays away from the boundary. At equality with r > 0 the normal group velocity is zero.

Now take a stationary scattering state with fixed E and k. Its normal current, integrated over one period in y, does not depend on x: probability is conserved, and the currents through the two ends of the period cancel by Bloch periodicity. If one side has only decaying waves at this k, the current tends to zero far into that side. It is then zero at every x, and the transmission vanishes whatever the atomic structure of the boundary. ∎

**Proof of the theorem**

Momentum is conserved modulo 2π/d = 3κ, so all images of the Dirac points must be counted. The left ones lie at 3jκ and the right ones at (3j ± 1)κ, with j an integer. The separation of a left point from a right point is |3j ± 1|κ for some j. An integer of the form 3j ± 1 is never zero, so the smallest separation is κ.

Suppose some k propagates on both sides, from a left point kL and a right point kR. By (6) and the triangle inequality,

κ ≤ |kL − kR| ≤ |k − kL| + |k − kR| < 2r.

Transmission thus requires 2|E|/(ħv) > κ, or |E| > ħvκ/2 = πħv/(3d). Below this energy it is zero. Conversely, for 2r > κ the momenta around k = κ/2 satisfy (6) on both sides, so transmission is permitted, and by (A5) it occurs. The conducting energies begin at ±ħvκ/2, and their separation is ħvκ. ∎

The gap falls as 1/d and vanishes for a long period. If both sides belong to the same class and their hoppings are unstrained, their Dirac points project to the same momenta. The mismatch κ in the proof is then replaced by zero, and this mechanism gives no gap. Strain needed to match the two periods can shift a projection and open a small gap even then: for (7,7)|(12,0), stretching the (12,0) side by 1.04% gives 0.06 to 0.08 eV in the strain models of Remark 2.

**Corollary 1: different neutrality energies**

Let contact with different surroundings put the neutrality energies at +U/2 on the left and −U/2 on the right, with E measured from their mean. The two radii in (6) become |E − U/2|/(ħv) and |E + U/2|/(ħv), and their sum must exceed κ. If |E| ≥ |U|/2, the two absolute values add to 2|E|. If |E| < |U|/2, they add to |U|. Hence

|E − U/2| + |E + U/2| = max(2|E|, |U|) > ħvκ.  (7)

For |U| < ħvκ, only 2|E| can satisfy this, so the gap keeps its full width E_g. For |U| > ħvκ the condition holds at every energy. The blocked window is then gone, although the number of open momenta still falls to zero at the two isolated neutrality energies. A moderate offset therefore does not narrow the gap, while a large one removes it.

A scan of projected honeycomb-lattice bands for (15,15)|(26,0) tests this. The blocked width is 1.006 E_g at U = 0.5 E_g and 1.008 E_g at U = 0.9 E_g; a finer momentum grid lowers both by about 0.002 E_g. At U = 1.2 E_g it is 0.004 E_g, and on the finer grid this residue falls to 0.001 E_g, one energy step of the scan.

**Corollary 2: different velocities**

Let vL and vR be the velocities for motion along the boundary, with each cone either isotropic or having a principal axis along y. The radii are |E|/(ħvL) and |E|/(ħvR). At threshold their sum equals κ:

(|E|/ħ)(1/vL + 1/vR) = κ.

Solving for |E| and doubling gives

E_g = 2ħκ vL vR/(vL + vR).  (8)

For vL = vR = v this returns (2). A small relative change in one velocity alone changes the gap by half as much. With the left hoppings of (15,15)|(26,0) multiplied by 1.3, the lattice gap is 1.0039 times the value from (8).

**Corollary 3: conductance above the threshold**

Take κ/2 ≤ r ≤ κ. The left side has two modes, one per valley, for |k| ≤ r. The right side has one mode around +κ, beginning at k = κ − r, and one around −κ. For positive k the common range is κ − r ≤ k ≤ r, of length 2r − κ. The next right image, at 2κ, begins at 2κ − r ≥ r, so it adds no further range. The negative momenta contribute the same length.

At each open k there are two left modes but one right mode, so the summed transmission probability is at most 1. A boundary of length L has L dk/(2π) momenta in dk. The Landauer conductance, with spin included in 2e²/h, then obeys

G/L ≤ (2e²/h)·2(2r − κ)/(2π) = (2e²/h)(2r − κ)/π.  (9)

A pristine ballistic sheet has two valleys, each with a range 2r, which gives (2e²/h)·2r/π. The ratio of the bound to the pristine value is

1 − κ/(2r).  (10)

This is an upper bound set by momentum conservation. The actual transmission depends on how the atoms are joined.

The carrier density with two spins and two valleys is n = 4·πr²/(2π)² = r²/π. At the edge r = κ/2, so

n_c = κ²/(4π) = π/(9d²).  (11)

**Corollary 4: thermal activation at neutrality**

Let f be the Fermi function with chemical potential zero. The thermal conductance average weights each energy by −df/dE. In the common units used here, the pristine conductance is proportional to 2|E| and the bound (9) to 2|E| − E_g above threshold. Integrating by parts, and using the equal contributions of electrons and holes,

pristine: 2∫₀^∞ 2E(−df/dE) dE = 4∫₀^∞ f dE = 4k_BT ln 2,

bound: 2∫ (2E − E_g)(−df/dE) dE = 4∫ f dE = 4k_BT ln(1 + e^(−E_g/(2k_BT))),

where the integrals in the second line run from E_g/2 to infinity. The boundary terms vanish, at the lower limit because the factor multiplying f is zero there. The ratio is

ln(1 + e^(−E_g/(2k_BT)))/ln 2.  (12)

The linear count (9) was derived for |E| ≤ E_g. Energies above that carry a further factor of about e^(−E_g/(2k_BT)), negligible when E_g is much larger than k_BT.

**Worked example: (4,4)|(7,0)**

Take the rough graphene values a = 0.246 nm and v = 1.0 × 10⁶ m/s, so that ħv = 0.6582 eV nm. The period is d = 7a = 1.722 nm. Then

κ = 2π/(3 × 1.722 nm) = 1.216 nm⁻¹,

E_g = 0.6582 × 1.216 eV = 0.80 eV.

The edges lie 0.40 eV from neutrality. By (11), doping both sides to n_c = 1.18 × 10¹³ cm⁻² brings the Fermi level to an edge. A count of honeycomb-lattice states between neutrality and that energy gives the same density to three figures.

Now dope both sides equally to a Fermi energy of 0.60 eV, which is heavy doping. The radius is r = 0.60/0.6582 = 0.912 nm⁻¹, and the density is 2.6 × 10¹³ cm⁻². The open range at each sign of k is 2 × 0.9116 − 1.2163 = 0.607 nm⁻¹. For ideal cones, the pristine ballistic conductance is 45.0 mS/µm and the boundary bound is 15.0 mS/µm, one third of it, as (10) requires. The lattice bands open a slightly wider range of momenta, which raises the bound to 15.7 mS/µm.

A lattice calculation tests the blocking without using the cones. Two half-planes are built from atom positions and joined by a hopping that decays with distance. The left half-plane is drawn out to the common period while its internal hoppings are held fixed. The joining is illustrative, not a relaxed atomic structure. At 0.30, 0.60 and 0.95 of the lattice half-gap, the largest transmission on a grid of 60 momenta is 4 × 10⁻⁵ or less. The calculation gives the energy a small imaginary part, so these residues need not be zero; at 0.30 and 0.95 of the half-gap they fall a hundredfold on this grid when the imaginary part is made a hundred times smaller. Their size also depends on the sampling: at 0.30 of the half-gap a grid four times finer, with the original imaginary part, reaches about 10⁻². At 1.10 of the half-gap the largest transmission at the sampled k is 0.149; a grid four times finer raises this maximum to about 0.16. A control boundary (7,0)|(7,0), joined by the same rule, reaches 1.000 at 0.60 of the half-gap. Its Dirac points coincide in projection, and it conducts where the mixed boundary is blocked.

At 0.60 eV the open range found from transmission is 0.639 nm⁻¹ on a grid of step 0.03 nm⁻¹ and 0.636 nm⁻¹ on a much finer grid, against 0.607 nm⁻¹ from the cones; the projected lattice bands give 0.637 nm⁻¹, so the difference comes mainly from the departure of the bands from ideal cones. The conductance of this model interface is 0.96 mS/µm, about 6% of the bound. Momentum conservation therefore opens the channel, but this particular joining reflects most of the incident waves.

**Remark 1: lattice bands**

Let t be the nearest-neighbour hopping, 3.09 eV for the chosen velocity. On the (m,0) side the energy has magnitude t|1 + 2cos s e^(iφ)|, where s = ka/2, with k taken without folding, is fixed and the phase φ is free. For s near π/3 the lowest value is at φ = π and equals t|1 − 2cos s|. Setting s = π/3 + δ gives

1 − 2cos s = 1 − cos δ + √3 sin δ ≈ √3δ + δ²/2.

The quadratic term lowers |E| for δ < 0 and raises it for δ > 0. At the middle of the mismatch |δ| = π/(6m), so the relative change in energy is |δ|/(2√3). By the rule after (8), the gap changes by half of this, about 0.076/m. The sign depends on which way k = 0 lies from the valley at s = π/3. That valley projects to 2πm/3 modulo 2π, hence to +κ for m = 7 and 97, and to −κ for m = 26. The correction is negative in the first case and positive in the second.

The lattice gaps divided by (2) are 0.992 for (4,4)|(7,0), 1.003 for (15,15)|(26,0) and 0.999 for (56,56)|(97,0). The signs agree, and the deviations shrink as the period grows. For the shortest period the small length mismatch also contributes. In the worked example the lattice gap with unstrained hoppings is 0.794 eV.

**Remark 2: which side carries the strain**

Let t1 be the hopping on the bond parallel or perpendicular to the boundary, and t2 that on the two tilted bonds. On both sides the Bloch sum has magnitude |t1 + 2t2 cos p e^(iφ)|.

On the (4,4) side φ = kd/8 is fixed, up to folding, and p is free. The squared magnitude is t1² + 4t1t2 cos φ cos p + 4t2² cos² p. It is smallest at 2t2 cos p = −t1 cos φ, where the energy is t1|sin φ|. The Dirac point stays at k = 0 under strain along or across the boundary, and only the velocity changes. Stretching this side by 1.04% lowers t1 by about 3% when the hopping decays as exp(−3 × relative bond elongation), a rough value. The gap falls by half as much, from 0.794 to 0.782 eV.

On the (7,0) side p = kd/14 is fixed, up to folding, and φ is free. The energy vanishes when φ = π and cos p = t1/(2t2). Compressing this side by 1.03% strengthens the tilted bonds relative to t1, so p grows above π/3. If the bonds deform uniformly with the sheet, with a rough Poisson ratio of 0.17, the projected phase kd moves from 2.094 to 2.309, and the gap rises to 0.888 eV. With uniform deformation, a one per cent strain on this side thus changes the gap by about 12% relative to the unstrained-hopping value, mainly because a small shift of the Dirac point is compared with the small momentum κ, not with the size of the Brillouin zone. That shift accounts for about 10%, and the changed velocity for the rest. In a real sheet the two sublattices also shift against each other, which evens out the bond lengths. A simple spring model of bonds and angles with the same Poisson ratio then gives a gap of about 0.86 eV, so uniform deformation overstates the change.

**Remark 3: real graphene conductors**

The example has the lattice constant and velocity of graphene to rough accuracy, and its doped case illustrates the effect of heavy doping on one ideal boundary, not a complete interconnect. For a periodic (4,4)|(7,0) boundary, placing the strain on one side or the other moves the model gap between 0.78 and 0.89 eV when the bonds deform uniformly; relaxation of the sublattices lowers the upper value to about 0.86 eV. These values require the strain of about one per cent to persist far from the boundary. With a rough sheet stiffness of 340 N/m, a strained grain 100 nm wide stores about 11 eV per nanometre of boundary, and this energy grows with the width. Wide grains can therefore be expected to relieve the strain through misfit defects, about one every 24 nm. If these defects were perfectly periodic, the period would be that of (56,56)|(97,0), and (2) would guarantee a blocked window of only 0.06 eV. How much current then crosses at energies between this window and the original one depends on the defects and is not computed here. A boundary in a polycrystalline film need not be perfectly periodic: kinks, defects and changes of direction supply momentum and permit transmission inside the gap. The size of that leakage depends on the disorder and is not computed here. Finite length alone blurs k by about 2π/L. For a straight boundary with L = 100 nm this corresponds to 0.04 eV, or 5% of the gap; at L = 20 nm it is 0.2 eV, a quarter of the gap. Abrupt ends also leave weak tails in k that reach across the whole gap. For thermal carriers at 300 K and L = 100 nm, a kinematic estimate puts their weight at the mismatch κ at just under 10⁻³, falling as 1/L. On this estimate the tails drop to the 300 K thermal ratio given below only at a length of about 0.3 mm, so that ratio is a limit of the ideal model.

For elastic transport at neutrality across a boundary long enough for its ends to be ignored, (12) with the gap of 0.80 eV gives about 3 × 10⁻⁷ of the pristine conductance at 300 K and 7 × 10⁻⁶ at 378 K. The gap enters exponentially, so the range of gaps quoted above changes these values several-fold. These bounds should not be read as predictions of the total current. An acoustic phonon of wavevector κ, with a rough sound velocity of 2 × 10⁴ m/s, has an energy of 16 meV and a thermal occupation of about 1 at 300 K. It can supply the missing momentum at little cost in energy, so phonon-assisted crossing is not frozen out at room temperature. Its rate requires the electron–phonon coupling at the boundary, which this model does not contain.

For a doped conductor that meets the assumptions, (10) gives a design condition at small bias: the Fermi radius must exceed κ/2 before any elastic current crosses at zero temperature. The bound then rises to half the pristine conductance at r = κ, where the range of (10) ends.

Table of computed values

```
lattice constant a = 0.246 nm, velocity v = 1.00e+06 m/s
hbar v = 0.6582 eV nm, hopping t = 3.090 eV
boundary (4,4)|(7,0): period d = 1.722 nm
momentum mismatch kappa = 1.2163 1/nm
transport gap, formula = 0.8006 eV
half-gap from neutrality = 0.4003 eV
gap times period = 1.3786 eV nm
gap, lattice bands with unstrained hops = 0.7942 eV
lattice gap / formula, (4,4)|(7,0) = 0.99211
lattice gap / formula, (15,15)|(26,0) = 1.00313
lattice gap / formula, (56,56)|(97,0) = 0.99924
offset U/E_g = 0.5: blocked width/E_g = 1.006
offset U/E_g = 0.9: blocked width/E_g = 1.008
offset U/E_g = 1.2: blocked width/E_g = 0.004
left velocity x1.3: lattice gap/formula = 1.0039
max transmission at 0.30 of half-gap = 4.0e-05
max transmission at 0.60 of half-gap = 4.6e-06
max transmission at 0.95 of half-gap = 7.8e-06
max transmission at 1.10 of half-gap = 0.149
control (7,0)|(7,0), 0.60 of half-gap: max T = 1.000
carrier density at gap edge, formula = 1.177e+13 1/cm2
carrier density at gap edge, lattice count = 1.180e+13 1/cm2
doped case: Fermi energy = 0.60 eV
doped case: Fermi radius r = 0.9116 1/nm
doped case: Dirac density = 2.645e+13 1/cm2
open range per valley, formula = 0.607 1/nm
open range per valley, transmission = 0.639 1/nm
pristine ballistic conductance = 44.964 mS/um
boundary conductance upper bound = 14.967 mS/um
bound / pristine = 0.333
model-interface conductance = 0.964 mS/um
thermal bound / pristine at 300 K = 2.72e-07
thermal bound / pristine at 378 K = 6.64e-06
hopping decay = 3.0, Poisson ratio = 0.17
strain if (4,4) side carries it = 1.04 %
gap with (4,4) side strained = 0.7822 eV
strain if (7,0) side carries it = -1.03 %
shifted projection k d = 2.3085 rad (ideal 2.0944)
gap with (7,0) side strained = 0.8881 eV
momentum smearing, 100 nm boundary = 0.0414 eV
acoustic phonon at kappa, 2e4 m/s = 16.0 meV
its thermal occupation at 300 K = 1.17
```
